# Film Volume Lost at Contacts Between Equal Coated Spheres, part 1

(Sections cited here and not found follow in the second part.)

## The decision that depends on the result

A powder has been coated by atomic layer deposition, and the volume of the film is known, for instance from the gain in mass and the density of the film. The thickness is to be found from it. If the particles were isolated spheres, the film volume would be the particle number times the volume of one spherical shell. The particles touch, however, and near each contact the shells get in each other's way. A correction must be subtracted for every contact, and one has to decide which volume that is.

Two candidates present themselves. Let the spheres have radius $R$ and the coatings thickness $h$. The first candidate is the volume common to the two coated spheres, each taken whole, as a ball of radius $R+h$:

$$L=\frac{2\pi h^2(3R+2h)}{3}.$$

The second is the volume common to the two coatings, each taken as a shell without its solid core:

$$S=\frac{\pi h^2(2R+h)^2}{4R},\qquad 0\le h\le 2R.$$

It would be wrong to call $L$ the overlap volume of the coatings: that overlap is $S$, which for thin films is only about half of $L$. The volume to subtract from the film is nevertheless $L$. Both statements are derived below, together with the reason why the two volumes differ.

## Geometry and assumptions

The cores are equal, hard, smooth spheres that touch at one point. Put this point at the origin and let the $z$ axis pass through both centres, so that core 1 is centred at $z=-R$ and core 2 at $z=+R$. Let $\rho$ be the distance from the axis. The radius of a coated sphere is

$$a=R+h.$$

Four sets of points are needed. The cores are $K_1$ and $K_2$, balls of radius $R$. The coated balls are $B_1$ and $B_2$, of radius $a$ about the same centres. Each core lies inside its own coated ball. Coating 1 is the shell $B_1$ without $K_1$, and coating 2 is the shell $B_2$ without $K_2$.

The deposited film is taken to be every point outside both cores whose distance from the nearest core surface is less than $h$. A point outside core 1, at distance $d$ from its centre, is at distance $d-R$ from its surface, so the condition $d-R<h$ is the same as $d<a$. The film is therefore the union of $B_1$ and $B_2$ with both cores removed.

This describes growth that advances everywhere along the surface normal by the same amount per cycle and stops where two growth fronts meet. It assumes that the precursor reaches every surface that is still open, however narrow the gap in front of it. The second half estimates what happens when this fails.

## The lens common to the coated balls

A plane at height $z$ cuts each ball in a disc. The squared radii of the discs are

$$B_1:\ a^2-(z+R)^2,\qquad B_2:\ a^2-(z-R)^2 .$$

The common part of two concentric discs is the smaller one. For $z>0$ we have $(z+R)^2>(z-R)^2$, so the disc of $B_1$ is the smaller. For $z<0$ it is the disc of $B_2$. The common region is thus a symmetric lens, made of one cap of each ball, and the caps meet in the plane $z=0$. The radius $\rho_n$ of their common rim follows from setting $z=0$:

$$\rho_n^2=a^2-R^2=2Rh+h^2=h(2R+h).$$

This is the neck radius of the coated pair.

The upper cap extends from $z=0$ to the point where the disc of $B_1$ shrinks to nothing, $z=a-R=h$. With $u=z+R$ as the distance from the centre of ball 1, its volume is

$$\pi\int_R^a(a^2-u^2)\,du=\pi\left[a^2(a-R)-\frac{a^3-R^3}{3}\right].$$

Insert $R=a-h$. Then $a-R=h$, and

$$a^3-R^3=a^3-(a-h)^3=3a^2h-3ah^2+h^3 .$$

The bracket becomes

$$a^2h-a^2h+ah^2-\frac{h^3}{3}=\frac{h^2(3a-h)}{3}.$$

The same integral with a general height $t$ in place of $h$ gives the volume of a cap of a ball of radius $a$:

$$V_{\rm cap}(a,t)=\frac{\pi t^2(3a-t)}{3}.$$

The lens consists of two caps of height $h$. Since $3a-h=3R+2h$,

$$L=2V_{\rm cap}(a,h)=\frac{2\pi h^2(3R+2h)}{3}.$$

No step limits the size of $h$, so the result holds for every $h\ge0$. For $h\ll R$ it becomes $2\pi Rh^2$. For $h\gg R$ it approaches $4\pi h^3/3$, the volume of one large ball, as it must when the two centres are close together compared with the radius of the balls.

## The region common to the coatings

The lens contains the origin, where the two cores touch. Close to the origin, above and below it, there is solid core. These parts of the lens belong to no coating overlap, because coating 2 does not include core 2, and coating 1 does not include core 1.

To find $S$, consider the half $z>0$. A point common to both coatings must lie inside the smaller disc, that of $B_1$, and outside core 2. Core 1 does not reach into this half. The squared radii of the outer and the inner boundary are

$$a^2-(z+R)^2=a^2-R^2-2Rz-z^2=\rho_n^2-2Rz-z^2,$$

$$R^2-(z-R)^2=2Rz-z^2 .$$

The area of the ring between them is $\pi$ times the difference. The terms in $z^2$ cancel:

$$\pi\left(\rho_n^2-4Rz\right).$$

The ring area falls linearly with height and vanishes at

$$z_c=\frac{\rho_n^2}{4R}=\frac{h(2R+h)}{4R}.$$

Above $z_c$ the disc of $B_1$ lies entirely inside core 2 and contributes nothing. This holds as long as core 2 is still present at that height, which means $z_c\le 2R$, or $h(2R+h)\le 8R^2$. Written as $(h+4R)(h-2R)\le0$, the condition is $h\le2R$.

The lower half contributes equally, so

$$S=2\pi\int_0^{z_c}(\rho_n^2-4Rz)\,dz=2\pi\left(\rho_n^2z_c-2Rz_c^2\right).$$

With $z_c=\rho_n^2/(4R)$ the two terms are $\rho_n^4/(4R)$ and $\rho_n^4/(8R)$, and their difference is $\rho_n^4/(8R)$. Hence

$$S=\frac{\pi\rho_n^4}{4R}=\frac{\pi h^2(2R+h)^2}{4R},\qquad 0\le h\le2R.$$

For $h>2R$ both cores lie wholly inside the lens, and the overlap of the coatings is $S=L-8\pi R^3/3$. The two expressions agree at $h=2R$: the first gives $16\pi R^3$, and the second gives $56\pi R^3/3-8\pi R^3/3=16\pi R^3$.

## The part of each core inside the other coated ball

The difference between $L$ and $S$ should be the core material inside the lens. It can be computed separately, which checks both results. Let $C$ be the volume common to core 2 and $B_1$. By symmetry the volume common to core 1 and $B_2$ is the same.

At height $z$, core 2 has the squared radius $2Rz-z^2$, and $B_1$ has $\rho_n^2-2Rz-z^2$. Below $z_c$ the core has the smaller disc; above $z_c$ the ball $B_1$ has it, up to its top at $z=h$. Therefore

$$\frac{C}{\pi}=\int_0^{z_c}(2Rz-z^2)\,dz+\int_{z_c}^{h}(\rho_n^2-2Rz-z^2)\,dz .$$

The terms in $z^2$ combine to $-h^3/3$. The others give

$$Rz_c^2+\rho_n^2(h-z_c)-R(h^2-z_c^2)=2Rz_c^2-\rho_n^2z_c+\rho_n^2h-Rh^2 .$$

The first two terms on the right are $\rho_n^4/(8R)-\rho_n^4/(4R)=-\rho_n^4/(8R)$. Hence

$$\frac{C}{\pi}=\rho_n^2h-\frac{\rho_n^4}{8R}-Rh^2-\frac{h^3}{3}.$$

Now insert $\rho_n^2h=2Rh^2+h^3$ and

$$\frac{\rho_n^4}{8R}=\frac{h^2(4R^2+4Rh+h^2)}{8R}=\frac{Rh^2}{2}+\frac{h^3}{2}+\frac{h^4}{8R}.$$

The coefficient of $Rh^2$ is $2-\tfrac12-1=\tfrac12$, that of $h^3$ is $1-\tfrac12-\tfrac13=\tfrac16$, and that of $h^4/R$ is $-\tfrac18$. The result is

$$C=\pi h^2\left(\frac R2+\frac h6-\frac{h^2}{8R}\right)=\frac{\pi h^2(12R^2+4Rh-3h^2)}{24R},\qquad 0\le h\le2R.$$

Every point of the lens lies in core 1, in core 2, or in neither. The cores share a single point, which has no volume, and a lens point in neither core belongs to both coatings. The volumes must therefore satisfy $L=S+2C$. Indeed

$$S+2C=\pi h^2\left[\left(R+h+\frac{h^2}{4R}\right)+\left(R+\frac h3-\frac{h^2}{4R}\right)\right]=\pi h^2\left(2R+\frac{4h}{3}\right)=L .$$

The three volumes were also tested by adding up slices numerically, each slice being classified only by which balls contain it. For $h/R=0.01$, $0.1$, $0.7$ and $1.9$, the sums agreed with the formulas to better than one part in $10^5$.

## Why the ratio is one half for thin films

For $h\ll R$ the factor one half can be seen directly. Near the contact the upper core surface is $z\simeq\rho^2/(2R)$, and the upper face of the lens is $z\simeq h-\rho^2/(2R)$. Use the variable $x=\rho^2/(2Rh)$, which runs from 0 on the axis to 1 at the rim. The two heights are $hx$ and $h(1-x)$, and the area element is $2\pi\rho\,d\rho=2\pi Rh\,dx$.

The lens has the full thickness $2h(1-x)$. The overlap of the coatings must lie below both surfaces, so its thickness is $2h\min(x,1-x)$. The integrals of these two profiles over $x$ are

$$\int_0^1(1-x)\,dx=\frac12,\qquad\int_0^1\min(x,1-x)\,dx=\frac14 .$$

Multiplied by $2h\cdot2\pi Rh$ they give $L\simeq2\pi Rh^2$ and $S\simeq\pi Rh^2$. The other half of the lens is core. For finite thickness,

$$\frac SL=\frac{3(2R+h)^2}{8R(3R+2h)}\simeq\frac12\left(1+\frac{h}{3R}\right),$$

where the last form holds to first order in $h/R$. At $h/R=0.01$ the sliced volumes give a ratio of $0.5017$.

## Which volume is missing from the film

The film is the union of the coated balls without the cores. The union has the volume of two balls less their common part, which would otherwise be counted twice. Both cores lie inside the union and do not overlap, so their volumes are subtracted in full:

$$V=2\cdot\frac{4\pi a^3}{3}-L-2\cdot\frac{4\pi R^3}{3}.$$

Let $v=\frac{4\pi}{3}(a^3-R^3)$ be the coating volume of one isolated sphere. Then

$$V=2v-L=2v-S-2C .$$

The second form shows the two causes of the loss. The volume $S$ would be filled by both coatings but can hold material once. The volume $2C$ would be filled by each coating inside the other sphere's core, where no film can grow at all. Someone who subtracts the true overlap of the coatings, $S$, removes the double counting but leaves a volume $2C$ of film inside solid material. The literal overlap is the wrong correction, and the lens is the right one.

## The same result from the growth rate

The lost volume can also be obtained by following the growth. When the thickness increases by $dh$, the film gains the exposed area times $dh$. The ring where the two fronts meet changes this only in second order in $dh$.

On a sphere of radius $a$, a narrow band of height $dz$ has area $2\pi a\,dz$: its circumference is $2\pi\rho$, its slanted width is $a\,dz/\rho$, and $\rho$ cancels. The cap of $B_1$ beyond the plane $z=0$ has height $h$ and hence area $2\pi ah$. This cap is buried. The exposed area of the pair is

$$\frac{dV}{dh}=2(4\pi a^2-2\pi ah)=4\pi a(2a-h)=4\pi a(2R+h).$$

Two isolated spheres would expose $8\pi a^2$. The missing area is $4\pi ah=4\pi(R+h)h$, and the volume lost up to thickness $h$ is

$$\int_0^h4\pi(R+h')h'\,dh'=2\pi Rh^2+\frac{4\pi h^3}{3}=\frac{2\pi h^2(3R+2h)}{3}=L .$$

This derivation uses no overlap of any kind. It shows that $L$ is the accumulated effect of surface that has been buried at the neck. As a numerical test, the sliced film volume was differentiated at $R=1$, $h=0.3$, and it agreed with $4\pi a(2R+h)$ to better than one part in $10^5$.

# Second half: powders, imperfect contacts and an example

## Symbols and results carried over

Equal spheres of radius $R$ carry a film of thickness $h$, and $a=R+h$. The isolated coating volume per sphere is $v=\frac{4\pi}{3}(a^3-R^3)$. At a point contact the film volume is reduced by the lens

$$L=\frac{2\pi h^2(3R+2h)}{3},$$

whose rim has the radius $\rho_n$ with $\rho_n^2=2Rh+h^2$. The lens consists of the true overlap of the coatings, $S=\pi h^2(2R+h)^2/(4R)$, and of two core pieces of volume $C$ each. A cap of height $t$ on a ball of radius $a$ has volume $\pi t^2(3a-t)/3$.

## From one contact to a powder

Let each of $N$ particles have $Z$ contacts on average. Every contact belongs to two particles, so there are $NZ/2$ contacts. Suppose that coated balls overlap only at contacts and that no point lies in three coated balls. Each overlap is then counted twice in the sum of the ball volumes and must be removed once. The film volume per particle is

$$v_Z=v-\frac{ZL}{2}.$$

The surface of the whole powder bed is neglected, except in so far as it enters the average $Z$.

The missing share, relative to the isolated coating, follows from $a^3-R^3=h(3R^2+3Rh+h^2)$:

$$\frac{ZL}{2v}=\frac{Zh(3R+2h)}{4(3R^2+3Rh+h^2)}\simeq\frac{Zh}{4R}\quad(h\ll R).$$

The loss is of first order in $h/R$, although the lens itself is of second order in $h$, because the coating volume to which it is compared is of first order. A film that is thin compared with the particle can thus still have a sizeable correction if $Z$ is large.

For two touching coated spheres, the film volume to subtract is the lens $L$, not the coating overlap $S$, and this gives $v_Z=v-ZL/2$ per particle in a powder as long as no three coated balls overlap. It remains to find when that condition holds, to estimate the effects of gaps and unfilled seams, and to obtain the thickness from the film volume, with a worked example.
